# Swing ratio of the absorbed dose in a resist film

## Result and range of use

A resist film of thickness \(D\) lies on a reflecting substrate and is exposed by plane monochromatic light at normal incidence. The dose it absorbs oscillates as \(D\) changes. With the slow thickness trend removed, the difference between maximum and minimum, divided by the mean, is

\[
S\simeq 4q,\qquad q=\sqrt{R_1R_2}\,e^{-\alpha D}. \tag{1}
\]

Here \(R_1\) and \(R_2\) are the squared moduli of the amplitude reflection coefficients at the top and bottom of the film, and \(\alpha\) is the intensity absorption coefficient of the resist. The thickness period is \(\pi c/(n\omega)\), half a wavelength in the film.

Two conditions are needed. The product \(q\) must be small; \(R_2\) alone may be large. The standing wave, integrated over depth, must also contribute little to the oscillation:

\[
\rho=\frac{\alpha}{2k'\sqrt{R_1}\,B}\ll1,\qquad
B=(1-e^{-\alpha D})(1+R_2e^{-\alpha D}), \tag{2}
\]

with \(k'=n\omega/c\). The second condition fails when the resist is index matched to the medium above it. For a film many thickness periods thick, a replacement for (1) is then given by (14).

## Model and interface coefficients

The algebra uses atomic units, in which \(4\pi\varepsilon_0=1\) and \(c\) is about 137. The symbol \(\alpha\) never denotes the fine-structure constant. Fields vary as \(e^{-i\omega t}\), and \(z\) runs downward from the top of the film. The ambient has real index \(n_0\), the film \(\tilde n=n+i\kappa\), and the thick substrate \(n_s\), which may be complex. All media are uniform, nonmagnetic and unchanged by the exposure, so bleaching is left out.

In the film the field obeys

\[
E''+k_0^2\tilde n^2E=0,\qquad k_0=\omega/c, \tag{3}
\]

with solutions \(e^{\pm ikz}\), where \(k=k_0\tilde n=k'+ik''\). A downward wave has intensity proportional to \(e^{-2k''z}\), hence \(\alpha=2k''=2\kappa\omega/c\).

At an interface \(E\) and \(E'\) are continuous. For a unit wave arriving from the ambient, this gives \(1+r_{12}=t_{12}\) and \(n_0(1-r_{12})=\tilde n\,t_{12}\). Eliminating \(t_{12}\), and treating the lower interface in the same way, we find

\[
r_{12}=\frac{n_0-\tilde n}{n_0+\tilde n},\quad
t_{12}=\frac{2n_0}{n_0+\tilde n},\quad
r_{23}=\frac{\tilde n-n_s}{\tilde n+n_s}. \tag{4}
\]

Exchanging the media at the top interface shows that a wave meeting it from below is reflected with \(r_{21}=-r_{12}\). We set \(R_1=|r_{12}|^2\), \(R_2=|r_{23}|^2\), and call the phases of the two coefficients \(\phi_{12}\) and \(\phi_{23}\).

If the substrate carries further layers, \(r_{23}\) is replaced by the reflection amplitude of the whole stack as seen from the resist. Nothing else about the substrate enters the derivation.

## Summing the reflections

The first downward wave has amplitude \(t_{12}\) at \(z=0\). In one round trip it crosses the film twice and is reflected once at each interface, so it is multiplied by

\[
r_{23}r_{21}e^{2ikD}=-r_{12}r_{23}e^{2ikD}.
\]

The modulus of this factor is \(\sqrt{R_1R_2}\,e^{-2k''D}=\sqrt{R_1R_2}\,e^{-\alpha D}=q\). The amplitude decays at half the intensity rate, but over twice the thickness. This is why the exponent in (1) is \(\alpha D\) and not \(2\alpha D\).

For \(q<1\) the geometric series converges, and the total downward amplitude at the top is

\[
a=t_{12}\sum_{m=0}^{\infty}\left(-r_{12}r_{23}e^{2ikD}\right)^m
=\frac{t_{12}}{1+r_{12}r_{23}e^{2ikD}}. \tag{5}
\]

The upward wave has amplitude \(r_{23}ae^{ikD}\) at the bottom, so the field in the film is

\[
E(z)=a\left[e^{ikz}+r_{23}e^{ik(2D-z)}\right]. \tag{6}
\]

## From field to absorbed energy

Faraday's law gives the magnetic amplitude \(E'/(i\omega)\). With \(\mu_0=4\pi/c^2\), the time-averaged downward energy flux is

\[
P(z)=\frac{c^2}{8\pi\omega}\,\mathrm{Im}(E^*E').
\]

The unit incident wave \(e^{in_0k_0z}\) therefore carries \(P_0=cn_0/(8\pi)\). In the film, differentiation gives \(\mathrm{Im}(E'^*E'+E^*E'')\). The first product is real and drops out. Using (3) in the second, together with \(\mathrm{Im}\,\tilde n^2=2n\kappa\), we obtain

\[
-\frac{1}{P_0}\frac{dP}{dz}
=\frac{\omega}{c}\,\frac{2n\kappa}{n_0}|E|^2
=\frac{n\alpha}{n_0}|E|^2. \tag{7}
\]

This is the absorbed power per unit depth as a fraction of the incident flux.

In \(|E|^2\) the cross term contains \(e^{-ik^*z}e^{ik(2D-z)}\). Its real exponent is \(-k''z-k''(2D-z)=-\alpha D\), and its phase is \(2k'(D-z)\). Therefore

\[
\frac{|E|^2}{|a|^2}=e^{-\alpha z}+R_2e^{-\alpha(2D-z)}
+2|r_{23}|e^{-\alpha D}\cos[2k'(D-z)+\phi_{23}]. \tag{8}
\]

Now multiply by \(\alpha\) and integrate from \(0\) to \(D\). The first term gives \(1-e^{-\alpha D}\). The second gives \(R_2e^{-2\alpha D}(e^{\alpha D}-1)=R_2e^{-\alpha D}(1-e^{-\alpha D})\). Their sum is \(B\) of equation (2). The cosine integrates to \([\sin(2k'D+\phi_{23})-\sin\phi_{23}]/(2k')\).

The prefactor follows from \(|n_0+\tilde n|^2-|n_0-\tilde n|^2=4n_0n\), which implies

\[
\frac{n}{n_0}|t_{12}|^2=\frac{4n_0n}{|n_0+\tilde n|^2}=1-R_1.
\]

The fraction of the incident energy absorbed in the film is thus

\[
A=(1-R_1)\,
\frac{B+\dfrac{\alpha}{k'}e^{-\alpha D}|r_{23}|\left[\sin(2k'D+\phi_{23})-\sin\phi_{23}\right]}
{|1+r_{12}r_{23}e^{2ikD}|^2}. \tag{9}
\]

No expansion in the reflectances has been made within this model. For an incident fluence \(F\), energy per area, the depth-averaged dose density is \(FA/D\). Equation (9) is the form to implement when \(q\) is not small.

## The swing ratio

Write \(\psi=2k'D+\phi_{12}+\phi_{23}\). The denominator of (9) is \(|1+qe^{i\psi}|^2=1+q^2+2q\cos\psi\). Consider first this factor alone, with \(\alpha D\) held fixed while \(\psi\) runs through a period. Its inverse has the extremes \((1-q)^{-2}\), at \(\psi=\pi\), and \((1+q)^{-2}\), at \(\psi=0\). Their difference is

\[
\frac{(1+q)^2-(1-q)^2}{(1-q^2)^2}=\frac{4q}{(1-q^2)^2}.
\]

For the phase mean, expand \(1/(1+qe^{i\psi})=\sum_m(-q)^me^{im\psi}\). In the squared modulus, only products with equal powers survive the average, leaving \(\sum_mq^{2m}=1/(1-q^2)\). Hence

\[
S_{\rm mean}=\frac{4q}{1-q^2}. \tag{10}
\]

If the midpoint of the extremes is used as the reference instead, it equals \((1+q^2)/(1-q^2)^2\), and

\[
S_{\rm mid}=\frac{4q}{1+q^2}. \tag{11}
\]

Both reduce to (1) for small \(q\), with relative corrections \(+q^2\) and \(-q^2\). A quoted swing should therefore name its reference: the two definitions differ by a relative amount of about \(2q^2\).

The incident fluence needed to deposit a fixed energy per area in the film varies as \(1/A\). (For a fixed depth-averaged dose density it varies as \(D/A\), which has a different slow trend.) Without the standing-wave term, and at fixed \(\alpha D\), \(1/A\) is proportional to \(1+q^2+2q\cos\psi\). Its mean and midpoint coincide, so its swing ratio is (11) for either reference.

At fixed \(\alpha D\) and for small \(\rho\), maximum absorption occurs near \(\psi=\pi\), up to multiples of \(2\pi\):

\[
D_{\max}\simeq\frac{(2m+1)\pi-\phi_{12}-\phi_{23}}{2k'},\qquad m\ \text{an integer}. \tag{12}
\]

At these thicknesses the round-trip factor \(-r_{12}r_{23}e^{2ikD}\) is real and positive, so successive downward waves add in phase. In a scan at fixed \(\kappa\) the slow trend of \(A\) also shifts the maximum, noticeably so when the swing is weak.

## The standing-wave term and the matched limit

Define \(s=\alpha e^{-\alpha D}|r_{23}|/(k'B)\) and \(\chi=2k'D+\phi_{23}\). To first order in \(q\) and \(s\), equation (9) becomes

\[
\frac{A}{(1-R_1)B}\simeq1-2q\cos\psi+s(\sin\chi-\sin\phi_{23}). \tag{13}
\]

The term \(\sin\chi\) comes from the upper end of the depth integral. Whole fringes of the standing wave average out, and the incomplete fringe at the top of the film leaves an excess or a deficit. The constant \(-s\sin\phi_{23}\) comes from the lower end and alters the mean.

To combine the oscillations, use \(q\cos\psi=|r_{23}|e^{-\alpha D}\,\mathrm{Re}(r_{12}e^{i\chi})\) and \(\sin\chi=-\mathrm{Re}(ie^{i\chi})\). Their sum is

\[
-|r_{23}|e^{-\alpha D}\,\mathrm{Re}\!\left[\left(2r_{12}+\frac{i\alpha}{k'B}\right)e^{i\chi}\right].
\]

The peak-to-valley value is twice the modulus of the amplitude:

\[
S\simeq2|r_{23}|e^{-\alpha D}\left|2r_{12}+\frac{i\alpha}{k'B}\right|. \tag{14}
\]

From (4), \(\mathrm{Im}\,r_{12}=-2\kappa n_0/|n_0+\tilde n|^2\). This is small for a weakly absorbing resist, but it is of first order in \(\kappa\), like \(\alpha/(k'B)=2\kappa/(nB)\), so the cross term in the squared modulus must be kept. It equals \(-(1-R_1)B\) times \([\alpha/(k'B)]^2\), and (14) becomes \(S\simeq4q\sqrt{1+\rho^2[1-(1-R_1)B]}\), with \(\rho\) from (2). For small \(\rho\) the correction is of relative size \(\tfrac12\rho^2[1-(1-R_1)B]\), at most \(\rho^2/2\), which explains why (1) works even when \(\rho\) is several per cent. For \(\alpha D\ll1\) and \(R_2\ll1\), \(B\simeq\alpha D\) and the condition becomes \(2\sqrt{R_1}\,k'D\gg1\): the film must be many fringes thick if its top reflects weakly.

In the matched case \(n_0=n\), equation (4) gives \(r_{12}=-i\kappa/(2n+i\kappa)\simeq-i\kappa/(2n)\). Since \(\alpha/k'=2\kappa/n\), (14) becomes

\[
S\simeq2\sqrt{R_2}\,e^{-\alpha D}\,\frac{\kappa}{n}\left(\frac2B-1\right). \tag{15}
\]

The two contributions now lie on the same axis of the complex plane and partly cancel. As \(\alpha\to0\) at fixed \(D\), \(B\to\alpha D(1+R_2)\), and (15) tends to \(2\sqrt{R_2}/[(1+R_2)k'D]\). The simple law would give zero. The relative swing remains because the small absorbed energy still depends on how many fringes fit into the film.

## Worked example

The round model parameters are a photon energy of 5 eV, \(n_0=1\), \(\tilde n=1.7+0.01i\), \(D=8100\) Å and an incident fluence of 10 eV/Å². The energy is 0.183747 hartree, so

\[
\alpha=\frac{2(0.01)(0.183747)}{137.036}=2.682\times10^{-5}\ \text{bohr}^{-1},
\]

which is \(5.068\times10^{-5}\) Å\(^{-1}\). Thus \(\alpha D=0.4105\) and \(e^{-\alpha D}=0.6633\). The vacuum wavelength is 2479.7 Å, and the thickness period is \(2479.7/(2\times1.7)=729.3\) Å.

**Reflecting substrate, \(n_s=1.6+3.6i\).** Here \(R_1=0.0672\) and \(R_2=0.5392\), so

\[
4q=4\sqrt{0.0672\times0.5392}\times0.6633=0.505.
\]

The bottom interface reflects more than half the intensity, yet \(q=0.126\) is small. Equations (10) and (11) give 0.5133 and 0.4972. A numerical solution of the boundary conditions, with absorption found from the flux balance and \(\kappa D\) held fixed over one period, gives 0.5134 and 0.4973.

The standing wave matters little here. From (2), \(B=0.3367\times1.3577=0.457\), and \(\alpha/k'=0.02/1.7=0.01176\). Hence \(\rho=0.01176/(2\times0.2592\times0.457)=0.050\), and the relative correction \(\tfrac12\rho^2[1-(1-R_1)B]\) is about 0.07%.

In a thickness scan at fixed \(\kappa\), the dose density must be divided by its running mean over one period before the swing is read. This gives 0.512, which is 1.4% above \(4q\). The raw extremes, divided by the mean at the centre, give a smaller value:

\[
\frac{(6.883-4.202)\times10^{-4}}{5.382\times10^{-4}}=0.498.
\]

The trend \(B/D\) falls with thickness in this range, and the maximum lies at the larger thickness, so the trend reduces the raw difference. The mean dose density, \(5.38\times10^{-4}\) eV/Å³, equals 86.2 J/cm³.

Rule (12) puts the maximum at 8297 Å, and the scan finds 8299 Å. The minimum is found at 7941 Å, about 9 Å above the value half a period below the predicted maximum. The standing wave accounts for most of this. Near the minimum, with \(r_{12}\) taken as real and \(\delta\) the displacement in \(\chi\), the logarithm of \(A\) varies as \(-s\delta+q\delta^2/(1+q)^2\). It is least at \(\delta=s(1+q)^2/(2q)=\rho(1+q)^2=0.063\), since \(s=2q\rho\). In thickness this is \(0.063\times729.3/(2\pi)=7\) Å.

**Absorbing underlayer, \(n_s=1.8+0.3i\).** With the ambient, resist and thickness unchanged, \(R_2\) falls to 0.0076 and \(4q\) to 0.060. The computed swing is 0.0601 at fixed \(\alpha D\) and 0.0603 in the scan. The reduction by a factor of about 8 follows \(\sqrt{R_2}\), not \(R_2\), because the swing is an interference effect. Trend removal now matters more: the raw extremes give \((4.008-3.806)/3.904=0.052\), some 14% below the detrended value.

**Decay with absorption.** On the reflecting substrate, raising \(\kappa\) from 0.01 to 0.03 at the same central thickness lowers the computed swing from 0.5134 to 0.2213. The increase of \(\alpha D\) is 0.821, so the decay exponent is \(\ln(0.5134/0.2213)/0.821=1.025\) per unit \(\alpha D\). This supports the factor \(e^{-\alpha D}\) and excludes \(e^{-2\alpha D}\). The excess over 1 is not a change in the law of attenuation: the correction in (10) supplies about 0.016, and \(R_2\) also changes slightly with \(\kappa\).

**Matched ambient, \(n_0=1.7\).** With the reflecting substrate and a central thickness of 8300 Å, \(R_1=8.65\times10^{-6}\). The simple law predicts 0.0057, whereas the computed swing is 0.0183. Equation (14) gives 0.0187, about 2% above the computed value. The size and sign of this difference depend on the central thickness.

The remaining digits are in the numerical output.

## Relation to resist processing

A photon energy of 5 eV lies close to that of 248 nm lithography. The resist index and absorption are of a realistic order for that wavelength, and the strongly reflecting substrate resembles bare silicon. The film is thick compared with those used for fine patterns. The fluence corresponds to about 16 mJ/cm², also a realistic order.

Projection exposure breaks the assumption of normal incidence. As an estimate, let incoherent plane waves fill uniformly a pupil of numerical aperture 0.6 in air, and keep the reflection coefficients at their normal-incidence values. At angle \(\theta\) in the film the round-trip phase is \(2k'D\cos\theta\simeq2k'D-k'D\sin^2\theta\). A uniform pupil weights equal intervals of \(\sin^2\theta\) equally, so the phase is spread evenly over

\[
\Delta=k'D\left(\frac{0.6}{1.7}\right)^2=34.9\times0.1246=4.35.
\]

Averaging multiplies the first-order oscillation by \(\sin(\Delta/2)/(\Delta/2)=0.38\), or by 0.35 if \(\cos\theta\) is not expanded. The swing of 0.51 would fall to about 0.2. A real illuminator and mask fill the pupil differently, so this number indicates the size of the effect and is not a correction factor for general use. Spectral bandwidth also spreads the phase, and bleaching makes \(\alpha\) depend on dose; neither is included.

Within the model, lowering \(R_2\), lowering \(R_1\) or raising \(\alpha D\) reduces the swing as long as \(q\) and \(\rho\) remain small. More absorption also makes the dose, averaged over the standing-wave fringes, fall more steeply with depth. The downward wave alone is weaker at the bottom by \(e^{-\alpha D}\), here 0.66; the reflected wave offsets part of this fall. Lowering \(R_1\) helps only until the standing-wave term in (14) takes over.

## Calculated quantities

```
photon energy = 5.00 eV
photon energy in atomic units = 0.183747 hartree
vacuum wavelength = 2479.7 angstrom
resist index n = 1.70, kappa = 0.010 (no unit)
central thickness D = 8100 angstrom
incident fluence = 10.0 eV/angstrom^2
absorption coefficient alpha = 5.0677e-05 1/angstrom
alpha D = 0.4105 (no unit)
exp(-alpha D) = 0.6633 (no unit)
thickness period = 729.3 angstrom
-- reflecting substrate: index = 1.6 + 3.6 i
R1 = 0.0672, R2 = 0.5392 (no unit)
q = 0.12629, simple swing 4q = 0.5052 (no unit)
4q/(1-q^2) = 0.5133, 4q/(1+q^2) = 0.4972
computed swing, fixed alpha D, over phase mean = 0.5134
computed swing, fixed alpha D, over midpoint = 0.4973
computed swing, real thickness scan = 0.5123
largest dose in scan = 6.8832e-04 eV/angstrom^3
smallest dose in scan = 4.2024e-04 eV/angstrom^3
mean dose over one period = 5.3815e-04 eV/angstrom^3
mean dose converted = 86.22 J/cm^3
thickness of maximum, phase rule = 8297 angstrom
thickness of maximum, computed = 8299 angstrom
thickness of minimum, computed = 7941 angstrom
-- absorbing underlayer: index = 1.8 + 0.3 i
R1 = 0.0672, R2 = 0.0076 (no unit)
q = 0.01502, simple swing 4q = 0.0601 (no unit)
4q/(1-q^2) = 0.0601, 4q/(1+q^2) = 0.0600
computed swing, fixed alpha D, over phase mean = 0.0601
computed swing, fixed alpha D, over midpoint = 0.0601
computed swing, real thickness scan = 0.0603
largest dose in scan = 4.0080e-04 eV/angstrom^3
smallest dose in scan = 3.8061e-04 eV/angstrom^3
mean dose over one period = 3.9037e-04 eV/angstrom^3
mean dose converted = 62.54 J/cm^3
-- decay test, reflecting substrate, kappa 0.01 and 0.03
computed swings = 0.5134 and 0.2213 (no unit)
decay exponent per unit alpha D = 1.025 (no unit)
-- matched ambient, index = 1.7, reflecting substrate
central thickness = 8300 angstrom
R1 = 8.650e-06 (no unit)
simple swing 4q = 0.00567 (no unit)
first-order swing with standing wave = 0.01873 (no unit)
computed swing, fixed alpha D = 0.01828 (no unit)
```
